Uniqueness of the Hartree Schrödinger-Poisson Potential with a Grounded Gate

Raise the potential energy v of every electron by a constant c, and raise the chemical potential μ by the same c. Every energy measured from μ is unchanged, so the electron density is unchanged, and the electric field is unchanged because it depends on ∇v alone. This symmetry shows what a uniqueness statement can say: the potential can be fixed only relative to μ, and something must tie the two together. A gate held at a set potential relative to the electron reservoir does so. Dimensions suggest the rest. For two candidate potentials with difference w, two energies can be formed that are quadratic in the differences: the field energy of w, which cannot be negative, and the integral of w times the difference of the densities. Poisson's equation makes them proportional. If the second cannot be positive, both vanish, and w is at most a constant, which the gate removes. What has to be proved is the sign of the second energy, and it follows from the concavity of the electron grand potential.

In the algebra I use atomic units. Let v(r) be the electrostatic potential energy of an electron, so that the electrostatic potential is −v. The electrons move independently with the Hamiltonian

H[v] = H₀ + v,

where H₀ holds the kinetic energy, band offsets and hard walls, and does not depend on v. They are in equilibrium at temperature T with one reservoir of chemical potential μ, and n[v] is their density. A given positive charge density N(r) is fixed in place, and the permittivity ε(r) is positive and independent of the field. The charge density is N − n, so Poisson's equation for −v is ∇·(ε∇(−v)) = −4π(N − n), or

−∇·(ε∇v) = 4π(n[v] − N).

On the gate v = 0; on the rest of the boundary the normal component of ε∇v vanishes. The claim is that on a connected domain, with a gate of nonzero area, this problem has at most one solution of finite field energy. A gate at another fixed bias changes nothing in the argument, since the difference of two solutions still vanishes there.

The grand potential comes first. Each one-electron state i, with spin counted in the label, is either empty or filled, so the grand partition function is the product of the factors 1 + exp(−(E_i − μ)/kT). Taking −kT times its logarithm gives

G[v] = Σ_i F(E_i − μ),  F(x) = −kT ln(1 + e^(−x/kT)).

The first derivative of F is the Fermi function and the second is negative:

F′(x) = f(x) = 1/(e^(x/kT) + 1),  F″(x) = −f(1 − f)/kT.

So F is a concave function of a number. To carry this over to G as a functional of v, write h = H[v] − μ and take any one-body density matrix γ whose eigenvalues lie between 0 and 1. Define

A[γ; v] = Tr(hγ) − kT Tr s(γ),  s(g) = −g ln g − (1 − g) ln(1 − g).

I show that A ≥ G[v] for every γ. Let |a⟩ be the eigenvectors of γ, g_a its eigenvalues, and h_a = ⟨a|h|a⟩. Then

A = Σ_a [h_a g_a − kT s(g_a)].

Each bracket can be minimised over g_a separately. Its derivative is h_a + kT ln(g_a/(1 − g_a)), which vanishes at g_a = f(h_a); its second derivative, kT/[g_a(1 − g_a)], is positive, so this is the minimum. There ln(f/(1 − f)) = −h_a/kT and −ln(1 − f) = ln(1 + e^(−h_a/kT)), so that

s(f) = −f ln(f/(1 − f)) − ln(1 − f) = f h_a/kT + ln(1 + e^(−h_a/kT)).

The terms h_a f cancel in the bracket, and its least value is F(h_a). Hence A ≥ Σ_a F(h_a).

Now expand |a⟩ in the eigenvectors |i⟩ of h, with eigenvalues h_i = E_i − μ. The weights p_ai = |⟨i|a⟩|² add up to 1 over i, and h_a = Σ_i p_ai h_i. A concave function of an average is no smaller than the average of the function, so

F(h_a) ≥ Σ_i p_ai F(h_i).

Summing over a, and using that the weights also add up to 1 over a, gives Σ_a F(h_a) ≥ Σ_i F(h_i) = G[v]. Therefore

A[γ; v] ≥ G[v],

with equality for the equilibrium matrix γ = f(h), for which |a⟩ and |i⟩ coincide. This is the Gibbs variational principle for independent fermions.

For fixed γ, the potential enters A only through Tr(vγ), which is linear in v. So G is the lowest envelope of a family of straight functionals, and such an envelope is concave. The useful form of this statement comes from taking the equilibrium matrix γ₁ of a potential v₁, with density n₁, as a trial for another potential v₂. Changing v₁ to v₂ at fixed γ₁ adds the integral of n₁(v₂ − v₁), so

G[v₂] ≤ A[γ₁; v₂] = G[v₁] + ∫ n₁(v₂ − v₁).

Exchanging the labels gives

G[v₁] ≤ G[v₂] + ∫ n₂(v₁ − v₂).

When the two lines are added, the grand potentials cancel and 0 ≤ ∫(n₁ − n₂)(v₂ − v₁), that is

∫ (n₁ − n₂)(v₁ − v₂) ≤ 0.

On the whole, electrons leave the places where their potential energy is raised. For a classical gas, with n proportional to e^(−v/kT) at each point, the product is negative or zero point by point. The quantum density at a point depends on v everywhere, and the argument controls only the integral, which is all that is needed.

The same two inequalities give the derivative of G. Put v₂ = v₁ + ηw with η > 0, and let n_η be the density in v₂. Then

η ∫ n_η w ≤ G[v₁ + ηw] − G[v₁] ≤ η ∫ n₁ w.

At T > 0 the density changes continuously with η, so division by η and the limit η → 0 give δG/δv = n.

Suppose now that v₁ and v₂ both solve the Hartree problem, and let w = v₁ − v₂. The fixed charge N cancels on subtraction:

−∇·(ε∇w) = 4π(n₁ − n₂).

Multiply by w and integrate by parts. The surface term contains w times the normal component of ε∇w; the first factor is zero on the gate and the second is zero elsewhere. What remains is

(1/4π) ∫ ε|∇w|² = ∫ w(n₁ − n₂) ≤ 0.

The left side is not negative, so both sides are zero. Since ε > 0, ∇w = 0 throughout; since the domain is connected, w is one constant; since w = 0 on the gate, the constant is zero. The two solutions are the same.

The proof also holds at T = 0. There A reduces to Tr(hγ), and a level lying exactly at μ may be partly filled in many ways, but the inequalities used only that γ₁ and γ₂ minimise A in their own potentials.

The part played by the gate is seen by removing it, so that the normal displacement vanishes on the whole boundary. The proof then still gives w = c, a constant. At T = 0, with μ inside a gap of the spectrum, a small enough c moves no level across μ, so n is unchanged and v + c is another solution. An example is a box 6 nm wide with hard walls, an electron mass of 0.19, a relative permittivity of 11.7 and an area of 100 nm², holding two electrons in its lowest level on a uniform neutralising background, with motion along the plane frozen. Solving the two equations on a grid gives a gap of about 0.163 eV to the next level. With μ in the middle of the gap, shifts of −0.0325 and +0.0325 eV both leave a solution.

At T > 0 the floating box again has at most one solution, for a different reason. The electron number changes with c as

dN_e/dc = −(1/kT) Σ_i f_i(1 − f_i) < 0,

whereas Gauss's law for a boundary without flux demands that N_e equal the total fixed charge. Two values of c cannot both satisfy it. In the same box at 300 K, with μ kept where it was, the downward shift gives 2.239 electrons and the upward shift 1.761, so neither is neutral. A gate therefore matters most for a cold system with a gap, where the electrons themselves no longer fix the constant.

The result can be put as a minimum principle, which is how it serves in computation. Define

J[v] = (1/8π) ∫ ε|∇v|² + ∫ N v − G[v].

A variation u that vanishes on the gate changes J at first order by

δJ = (1/4π) ∫ ε∇v·∇u + ∫ (N − n)u = ∫ u [−∇·(ε∇v)/4π + N − n],

where the surface term has dropped out as before. So J is stationary exactly at solutions of the Hartree problem. Let v* be one. In J[v* + w] the terms linear in w cancel against those of the bound −G[v* + w] ≥ −G[v*] − ∫n*w, and

J[v* + w] ≥ J[v*] + (1/8π) ∫ ε|∇w|².

The solution is the one minimum, and J rises from it at least as steeply as the field energy alone.

On a grid, v becomes a list of node values, q the electron numbers belonging to the nodes, b the fixed charges, and K the symmetric Poisson matrix, positive definite because of the gate. The equation is Kv = q − b, and J = ½vᵀKv + bᵀv − G. Since F is negative, −G is positive, and J ≥ ½vᵀKv + bᵀv tends to infinity whenever the length of the vector v does, because K is positive definite. A continuous function with this property has a minimum, so for T > 0 the grid problem has a solution as well as at most one.

Concavity also bounds the error of an unconverged potential. Let g = Kv + b − q be the gradient of J at a trial v, and e = v − v* its unknown error. Since g vanishes at v*, g = Ke − (q − q*), and

eᵀg = eᵀKe − eᵀ(q − q*) ≥ eᵀKe.

The Cauchy-Schwarz inequality gives eᵀg ≤ √(eᵀKe) √(gᵀK⁻¹g). Together,

eᵀKe ≤ gᵀK⁻¹g,  |e_k| ≤ √[(K⁻¹)_kk gᵀK⁻¹g],

where the second form follows by applying Cauchy-Schwarz once more to e_k, written as the product of K^(−1/2) acting on the unit vector of node k with K^(1/2)e. The right sides need nothing but the trial.

Uniqueness does not make every iteration converge. Consider the damped iteration v → (1 − a)v + aK⁻¹(q − b). Near v* the error is multiplied by 1 − a(1 + M), with M = −K⁻¹ ∂q/∂v. The matrix −∂q/∂v is minus the second derivative of G, so it is symmetric and has no negative eigenvalue; the eigenvalues of M are then real and not negative. If λ is the largest, errors shrink when

0 < a < 2/(1 + λ).

Undamped iteration, a = 1, is locally stable for λ < 1 alone.

As an example take a silicon film 6.0 nm thick between two oxides of 1.0 nm, each covered by a metal gate. The relative permittivities are 11.7 and 3.9, the silicon is undoped, its faces are (100), and T = 300 K, so kT = 0.02585 eV. Both gates are grounded and the electron reservoir is at −0.9 V, which is a gate-source voltage of 0.9 V. I place the silicon band edge at v = 0 an energy of 0.4 eV above the gate Fermi level. Measured from that edge, μ = 0.9 − 0.4 = 0.50 eV.

Motion along the film is free, so each level E_i across it carries a constant density of states D per area. Summing F over this motion gives, with η_i = (μ − E_i)/kT,

G/area = −Σ_i D(kT)² ∫₀^∞ ln(1 + e^(η_i − x)) dx.

Its derivative with respect to E_i is the number of electrons per area in the subband, D kT ln(1 + e^(η_i)). Silicon has two sets of subbands here: two valleys with mass 0.92 across the film and 0.19 along it, and four valleys with mass 0.19 across it and √(0.92 × 0.19) as density-of-states mass along it. The wave functions vanish at the oxide. I solved the problem by finite differences, with Newton steps on J shortened whenever J did not fall enough.

On a grid of 0.1 nm, seven starting potentials, some flat, some steeply tilted, some random, differed by up to 4.37 eV. After 8 or 9 steps they had reached the same potential to within 10⁻¹⁴ eV, the level of rounding. That potential is symmetric about the middle of the film even when the start was tilted. Uniqueness demands this: reflection turns a solution of the symmetric device into a solution, so the two must coincide. In this model the charge cannot settle on one side by itself.

The largest feedback eigenvalue at the solution is λ = 12.8, so the damping must satisfy a < 2/13.8 = 0.145. Undamped iteration started from v = 0 was still jumping by 31 eV after 60 steps. With a = 0.04, 100 steps from v = 0 leave a largest error of 7.4 × 10⁻⁵ eV, while the computable bound is 4.2 × 10⁻⁴ eV. The bound is safe and here about six times too large.

The remaining numbers come from a grid of 0.05 nm; the sheet density differs by about 0.01 % between the two grids. At the oxide face v = 0.323 eV. It falls linearly to zero over 1.0 nm of charge-free oxide, so the field is 0.323 V/nm = 3.23 MV/cm. Gauss's law for the two faces then gives the sheet density, with the vacuum permittivity 8.854 × 10⁻¹⁴ F/cm:

n_s = 2 × 3.9 × 8.854 × 10⁻¹⁴ × 3.23 × 10⁶ / (1.602 × 10⁻¹⁹) = 1.39 × 10¹³ cm⁻².

In the middle of the film v = 0.500 eV. The lowest two-valley levels, at 0.478 and 0.489 eV, lie below this hump. The mean distance of the charge from the nearer oxide is 1.64 nm (16.4 Å), against 1.5 nm for a uniform filling: the hump pushes charge outwards, but the vanishing of the wave functions at the faces outweighs it. The lowest four-valley level, at 0.532 eV, is above μ, yet that set holds about a third of the charge, helped by its larger density of states. For the lowest level, at 0.4783 eV before rounding, η = (0.500 − 0.4783)/0.02585 ≈ 0.84, and Boltzmann statistics at the same level would overcount its electrons by a factor e^η/ln(1 + e^η) = 1.93. At 400 K, with all other parameters held, n_s is 3 % higher.

These dimensions and this density are roughly those of thin-body logic transistors, though 0.9 V is somewhat above recent supply voltages and fin sidewalls often have another orientation, with other masses. The field is well below the rough 10 MV/cm at which silicon dioxide breaks down. A semiclassical tunnelling estimate, with a 3.1 eV barrier and an oxide mass of 0.4, gives a transmission of 2 × 10⁻⁵ for the lowest level. Counting also the four-valley electrons, which strike the oxide more often because of their lighter mass across the film, the leakage is of order 1000 A/cm² per gate, so equilibrium with one reservoir is an approximation; real gate stacks use thicker layers of higher permittivity to reduce this current. Letting the wave functions enter the oxide, with v held fixed, lowers the first level by 0.004 eV and the lowest four-valley level, which has a lighter mass across the film, by 0.019 eV. The image energy at the mean distance of the charge is about −0.006 eV with both metal gates included: at that distance their attraction outweighs the repulsion from the oxide, which for one face and an oxide of unlimited thickness would be about 0.009 eV. Closer to a face, at 0.5 nm for instance, the repulsion wins, and the average over the charge is only about −0.003 eV. Exchange matters too: in the local density approximation for zero temperature, with all electrons put in one valley, it is 0.039 eV at the peak density of 3.35 × 10¹⁹ cm⁻³. The spread over several valleys and the temperature reduce it, to about 0.02 to 0.03 eV for the lowest two-valley level and to 0.01 eV or less for the lowest four-valley level, where the penetration of the walls is the larger correction. Included self-consistently, the one-valley form raises n_s by about 8 %, and the form for six equally filled valleys by about 4 %.

Exchange also marks the limit of the proof. Electrons then feel u = v + v_x, and concavity gives

∫ (n₁ − n₂)(v₁ − v₂) + ∫ (n₁ − n₂)(v_x1 − v_x2) ≤ 0.

The local exchange potential is proportional to −n^(1/3), which falls as n grows, so the second integral is itself negative or zero, and the sign of the first is no longer settled. More than one solution is then not excluded. The argument likewise lapses for a negative permittivity, where the field term loses its sign, and for a channel under drain bias, where no single μ describes the electrons and their density is not the derivative of this G.
